# Noisy surface diffusion in one dimension: growth exponent 3/8, roughness exponent 3/2

A film grows on a line of length $L$ while its surface is smoothed by diffusion and roughened by the randomness of deposition. At small slopes its height $h(x,t)$, measured from the mean deposited thickness, obeys

$$\frac{\partial h}{\partial t}=-K\frac{\partial^4 h}{\partial x^4}+\eta(x,t),\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'),$$

with $\langle\eta\rangle=0$. The equation is linear, so multiplying $h$ by a factor $\lambda$ and $D$ by $\lambda^2$ changes nothing. Heights and lateral distances may therefore be given independent units, $H$ and $X$. With $T$ for time, $K$ has dimension $X^4/T$. The noise $\eta$ has dimension $H/T$ and the two delta functions together $1/(XT)$, so $D$ has dimension $H^2X/T$.

The mean square width $w^2$ has dimension $H^2$ and must be proportional to $D$. Suppose first that the line is so long that $L$ drops out. Then $w^2\propto DK^at^b$, where $X$ cancels if $1+4a=0$ and $T$ cancels if $-1-a+b=0$. Suppose instead that the width has become stationary, so that $t$ drops out. Then $w^2\propto DK^{a'}L^{b'}$ with $-1-a'=0$ and $1+4a'+b'=0$. The results are

$$w^2\propto DK^{-1/4}t^{3/4},\qquad w^2\propto \frac{D}{K}L^3,$$

or $w\propto t^{3/8}$ and $w\propto L^{3/2}$. The argument assumes that both limits exist and that the atomic spacing does not enter. The solution mode by mode proves this for the linear equation and supplies the prefactors and corrections. These exponents belong to a one-dimensional substrate. On the two-dimensional substrate of a real film $D$ has dimension $H^2X^2/T$, and the same counting gives $w\propto t^{1/4}$ and $w\propto L$.

The smoothing term comes from the surface energy. For a constant energy $\gamma$ per unit length of profile,

$$E=\gamma\int\sqrt{1+h'^2}\,dx\simeq \text{const}+\frac{\gamma}{2}\int h'^2dx .$$

Varying $h$ and integrating by parts gives $\delta E/\delta h=-\gamma h''$. An atom of area $\Omega$ thus has the chemical potential $\mu=-\gamma\Omega h''$, which is high on a bump, where $h''<0$. Atoms drift down the gradient of $\mu$, so the current of area is $j=-M\mu'=M\gamma\Omega h'''$ with a mobility $M>0$. Conservation, $\partial h/\partial t=-\partial j/\partial x$, gives $-Kh''''$ with $K=M\gamma\Omega$.

The noise comes from independent arrivals. If the mean height rises at the rate $F$, the number landing on a length $\Delta x$ during $\Delta t$ is Poisson distributed with mean $F\Delta x\Delta t/\Omega$. Its variance equals its mean, and each arrival adds area $\Omega$, so the added area has variance $\Omega^2\cdot F\Delta x\Delta t/\Omega=F\Omega\,\Delta x\Delta t$. Integrating the noise correlation over the same cell gives $2D\,\Delta x\Delta t$. Hence

$$2D=F\Omega .$$

The noise need not be Gaussian: in a linear equation the second moments of $h$ depend on the second moments of $\eta$ alone.

Take periodic boundaries and a flat start, $h(x,0)=0$. With $k=2\pi n/L$ and integer $n$, define

$$h_k=\frac{1}{\sqrt L}\int_0^L h\,e^{-ikx}dx,\qquad h=\frac{1}{\sqrt L}\sum_k h_k e^{ikx}.$$

Four derivatives multiply a mode by $(ik)^4=k^4$, so $\dot h_k=-Kk^4h_k+\eta_k$. The noise modes are uncorrelated, because

$$\langle\eta_k(t)\eta^*_{k'}(t')\rangle=\frac{2D}{L}\,\delta(t-t')\int_0^L e^{-i(k-k')x}dx=2D\,\delta_{kk'}\,\delta(t-t').$$

Each mode is a damped variable driven by its own noise. From the flat start,

$$h_k(t)=\int_0^t e^{-Kk^4(t-s)}\eta_k(s)\,ds .$$

In $\langle|h_k|^2\rangle$ the delta function removes one of the two time integrals, leaving

$$S(k,t)=\langle|h_k|^2\rangle=2D\int_0^te^{-2Kk^4(t-s)}ds=\frac{D}{Kk^4}\left(1-e^{-2Kk^4t}\right).$$

The exponent equals $(k\xi)^4$ with

$$\xi(t)=(2Kt)^{1/4}.$$

Modes with $k\xi\gg1$ have reached the balance $D/(Kk^4)$ between noise and smoothing. Modes with $k\xi\ll1$ have not yet felt the smoothing and have $S\simeq2Dt$, the sum of random arrivals. The length $\xi$ separates the two groups.

The global width is measured about the instantaneous spatial mean $\bar h=h_0/\sqrt L$, which removes the mode $k=0$. Orthogonality of the plane waves gives

$$w^2=\left\langle\frac1L\int_0^L(h-\bar h)^2dx\right\rangle=\frac1L\sum_{k\ne0}S(k,t).$$

While $\xi\ll L$, many modes lie below $1/\xi$, and the sum may be replaced by an integral. The spacing of wavenumbers is $2\pi/L$, so $L^{-1}\sum_k\to\int dk/2\pi$, which for an even integrand is $\pi^{-1}\int_0^\infty dk$. Setting $k=q/\xi$ produces $\xi^4$ from $k^{-4}$ and $\xi^{-1}$ from $dk$:

$$w^2\simeq\frac{D}{\pi K}\,\xi^3\int_0^\infty\frac{1-e^{-q^4}}{q^4}\,dq .$$

Integrate by parts with $q^{-4}=-\frac13\,d(q^{-3})/dq$. The boundary term $-(1-e^{-q^4})/(3q^3)$ vanishes as $q/3$ at the lower end and as $q^{-3}$ at the upper end. What remains is

$$\frac13\int_0^\infty\frac{4q^3e^{-q^4}}{q^3}dq=\frac43\int_0^\infty e^{-q^4}dq=\frac13\int_0^\infty u^{-3/4}e^{-u}du=\frac43\,\Gamma\!\left(\tfrac54\right),$$

with $u=q^4$ and $\Gamma(\frac14)=4\Gamma(\frac54)$. Therefore

$$w^2\simeq c\,\frac DK(2Kt)^{3/4},\qquad c=\frac{4\,\Gamma(5/4)}{3\pi}\simeq0.3847,$$

and the growth exponent is $\beta=3/8$. The integral converges at large $q$, which is why the atomic spacing $a$ drops out. Cutting the modes off at $\pi/a$ removes at most $(D/\pi K)\int_{\pi/a}^\infty k^{-4}dk=Da^3/(3\pi^4K)$, which is negligible against $c(D/K)\xi^3$ once $\xi\gg a$.

The leading correction for finite $L$ follows from Poisson's summation formula,

$$\frac1L\sum_{\text{all }k}S(k,t)=\sum_{m=-\infty}^{\infty}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k,t)\,e^{ikmL}.$$

The term $m=0$ is the growth law. The others are Fourier transforms of a function that is smooth everywhere, including $k=0$, and whose derivatives are all integrable. Repeated integration by parts shows that they vanish faster than any power of $\xi/L$. The left side, however, contains the mode $k=0$, which $w^2$ leaves out. Since $S(0,t)=2Dt$,

$$w^2\simeq c\,\frac DK\xi^3-\frac{2Dt}{L}=c\,\frac DK\xi^3(1-\epsilon),\qquad \epsilon=\frac{\xi}{cL},$$

where $2Dt=(D/K)\xi^4$ was used. The subtracted term is the variance of the wandering mean height. Because $\epsilon\propto t^{1/4}$, the local slope on a logarithmic plot is

$$\frac{d\ln w}{d\ln t}=\frac12\left[\frac34-\frac14\,\frac{\epsilon}{1-\epsilon}\right]=\frac38-\frac{\epsilon}{8(1-\epsilon)}.$$

An exponent measured on a finite line thus lies below $3/8$ in this regime. To bring $\epsilon$ down to one per cent, $\xi$ must be below about $0.004L$.

At late times even the slowest mode, $k_1=2\pi/L$, has relaxed and $S=D/(Kk^4)$. The sum can then be found together with the height-difference function

$$G(r)=\langle[h(x+r)-h(x)]^2\rangle=2[C(0)-C(r)],\qquad C(r)=\frac1L\sum_{k\neq0}\frac{D}{Kk^4}e^{ikr}.$$

Differentiating $C$ four times cancels $k^4$. The full sum $L^{-1}\sum_ke^{ikr}$ is a periodic delta function, and the missing mode subtracts $1/L$, so $C''''=(D/K)[\delta(r)-1/L]$. For $0<r<L$ this means $G''''=2D/(KL)$, and $G$ is a polynomial of fourth degree. By definition $G(0)=0$. The series for $C'$ converges absolutely, so $C'$ is continuous, and as an odd function it vanishes at $r=0$; hence $G'(0)=0$. Periodicity gives $G(L)=G'(L)=0$. These four conditions require the factor $r^2(L-r)^2$, whose fourth derivative is 24, so that

$$G(r)=\frac{D\,r^2(L-r)^2}{12KL}.$$

Averaging $G=2C(0)-2C(r)$ over $r$ gives $2C(0)=2w^2$, since $C$ contains no mode $k=0$. With $\int_0^Lr^2(L-r)^2dr=L^5\left(\frac13-\frac12+\frac15\right)=L^5/30$,

$$w_{\rm sat}^2=\frac12\cdot\frac{D}{12KL}\cdot\frac{L^4}{30}=\frac{DL^3}{720K}.$$

The global roughness exponent is $\alpha=3/2$. The longest waves dominate: the pair $n=\pm1$ contributes $2DL^3/(16\pi^4K)$, which is $90/\pi^4$, or about 92 per cent, of the total.

Inserting $k=2\pi n/L$ in the sum at any time gives

$$w^2=\frac{DL^3}{8\pi^4K}\sum_{n=1}^\infty\frac{1-\exp(-32\pi^4n^4Kt/L^4)}{n^4},$$

so $w^2K/(DL^3)$ depends on $Kt/L^4$ alone. The dynamic exponent is $z=4=\alpha/\beta$. Equating the growth law to the saturated value, $c\,\xi^3=L^3/720$, defines a crossover time

$$t_\times=\frac{L^4}{2K}(720c)^{-4/3}.$$

The global exponent $3/2$ describes how the width depends on $L$, not how height differences within one surface depend on the distance $r$. For $r\ll L$ the saturated surface has

$$\sqrt{G(r)}\simeq r\sqrt{\frac{DL}{12K}},$$

so the local exponent is 1, not $3/2$. The system size enters through the amplitude, which is the root mean square slope: $\langle h'^2\rangle_{\rm sat}=DL/(12K)$. Short pieces of the surface are tilted parts of long waves, and the tilt increases with $L$.

During growth the slope variance is $L^{-1}\sum_k k^2S$, to which $k=0$ contributes nothing. The same substitution, followed by one integration by parts, gives for $\xi\ll L$

$$\langle h'^2\rangle\simeq\frac{D}{\pi K}\,\xi\int_0^\infty\frac{1-e^{-q^4}}{q^2}dq=\frac{D}{\pi K}\,\xi\int_0^\infty4q^2e^{-q^4}dq=\frac{\Gamma(3/4)}{\pi}\,\frac DK\,(2Kt)^{1/4}.$$

The slope therefore rises as $t^{1/8}$, and the small-slope equation undermines itself on a sufficiently long line. It can be trusted up to saturation only if $DL/(12K)\ll1$. This condition is necessary but not sufficient, as the numerical case below shows.

Other terms can also end the validity of the exponents. A smoothing term $\nu h''$ with $\nu>0$ damps modes at the rate $\nu k^2$, which exceeds $Kk^4$ for $k<\sqrt{\nu/K}$, so the longest waves then follow a different law. A nonlinear term $\partial_x^2(h'^2)$ can be judged by stretching $x$ by $b$, $h$ by $b^{3/2}$ and $t$ by $b^4$. The time derivative changes by $b^{3/2-4}$ and the nonlinear term by $b^{3-4}$, so their ratio grows as $b^{3/2}$. Even a small coefficient must eventually matter on large scales.

The kind of noise matters as well. If deposition noise is absent and the randomness lies in the diffusion current, then $\eta=-\partial_x\zeta$ with $\langle\zeta\zeta'\rangle=2D_c\,\delta(x-x')\delta(t-t')$. The derivative replaces $2D$ by $2D_ck^2$ for each mode, and

$$S_c(k,t)=\frac{D_c}{Kk^2}\left(1-e^{-2Kk^4t}\right).$$

This is $k^2S$ with $D$ replaced by $D_c$, so the two slope results become width results: $w^2\propto t^{1/4}$ during growth and $w^2=D_cL/(12K)$ at saturation. The exponents are then $\beta=1/8$ and $\alpha=1/2$. If both noises act, deposition noise dominates where $D>D_ck^2$, that is, for long waves. For thermal diffusion the second noise cannot be switched off: the stationary $S_c$ must equal the equipartition value $k_BT/(\gamma k^2)$, so $D_c/K=k_BT/\gamma$. The numerical case below leaves it out. For a surface energy of $1\ \mathrm{J/m^2}$, a depth of 0.5 nm and 600 K, $k_BT/\gamma\simeq0.017$ nm. This would add about 14 per cent to $w^2$ at 100 s and 2.5 per cent at saturation. With modes cut off at $\pi/a$, $a=0.5$ nm, it would also exceed the deposition part of the slope variance.

For a numerical case take the round model values $K=100\ \mathrm{nm^4/s}$, $F=0.8\ \mathrm{nm/s}$, $\Omega=0.25\ \mathrm{nm^2}$ and $L=200\ \mathrm{nm}$. Then $D=0.8\times0.25/2=0.10\ \mathrm{nm^3/s}$. After 100 s, $\xi=(2\times100\times100)^{1/4}=11.89$ nm, and the growth law gives

$$w^2=0.3847\times\frac{0.10}{100}\times(11.89)^3\simeq0.647\ \mathrm{nm^2}.$$

The wandering of the mean takes away $2\times0.10\times100/200=0.100\ \mathrm{nm^2}$. This leaves $0.547\ \mathrm{nm^2}$, or $w=0.740$ nm, in agreement with the mode sum. The uncorrected law gives 0.804 nm, about 9 per cent more than the mode sum, although $\xi$ is only 6 per cent of $L$.

The effective exponent shows the same effect. At 100 s, $\epsilon=11.89/(0.3847\times200)=0.155$ and the slope formula gives 0.352. At 200 s, $\xi$ is larger by $2^{1/4}$ and the formula gives 0.347. The value obtained from the widths at these two times, 0.3496, lies between them. For $L=20000$ nm it is 0.3748, close to $3/8$.

At saturation $w^2=0.10\times200^3/(720\times100)=11.1\ \mathrm{nm^2}$, so $w=3.33$ nm. The variance of the slowest mode relaxes in $1/(2Kk_1^4)=5133$ s, and the crossover time is 4431 s, about 74 minutes. The crossover is gradual: at $t_\times$ the width is 2.60 nm, 78 per cent of its final value. The film is then 3545 nm thick. The root mean square slope from deposition noise is 0.068 at 100 s and 0.129 at saturation. These small values do not by themselves justify the linear equation. Diffusion runs along the arc length, so the current carries a factor $(1+h'^2)^{-1/2}$, which adds $\frac K2\partial_x(h'^2h''')$ to the right side. Averaged over the short waves, this term contains $-K\langle h''^2\rangle h''$, a term $\nu h''$ with negative $\nu$. Every relaxed mode contributes $D/(KL)$ to $\langle h''^2\rangle$, so with a cutoff $\pi/a$ one finds $\nu\simeq-D/a$. If only the ten longest waves are kept, $|\nu|$ is a tenth of $Kk_1^2$, and the full-slope equation gives a saturated $w^2$ about 14 per cent above the linear value. For $a=0.5$ nm the estimate $|\nu|\simeq0.2\ \mathrm{nm^2/s}$ exceeds $Kk_1^2\simeq0.1\ \mathrm{nm^2/s}$. The late-time numbers above therefore describe the linear model, not a real surface with these parameters. On the line of 20000 nm, $DL/(12K)$ would be about 1.7 at saturation, and the equation would fail before then.

These results were tested against a calculation without Fourier modes, in which the full covariance matrix of the heights was evolved on a grid of 1 nm. Its widths agree with the mode sum within 0.5 per cent at all six times listed in the numerical output. The root mean square height about the deterministic mean, whose square needs no subtraction of $2Dt/L$, grows with exponent 0.3748 between 100 and 200 s. Doubling $L$ from 100 to 200 nm raises the saturated width from 1.179 to 3.334 nm, an exponent of 1.4995. In contrast, $\sqrt G$ between $r=5$ and 10 nm rises with exponent 0.962. It falls short of 1 because of the factor $L-r$: the formula predicts a ratio $2\times190/195=1.949$ instead of 2. With conserved noise the same method gives $\alpha=0.5001$ and $\beta=0.1251$.

The relation $2D=F\Omega$ was tested separately by simulating discrete Poisson arrivals on a line of 16 nm. For the two longest waves, $S$ agrees within 5 per cent with the mode formula, evaluated with the wavenumbers of the grid's difference operator.

## Computed values

```
K = 100 nm^4/s, F = 0.8 nm/s, Omega = 0.25 nm^2
D = 0.10 nm^3/s, L = 200 nm, grid step = 1 nm
integral with q^-4: 1.20854; with q^-2: 1.22542
growth constant c = 0.38469
smallest wavenumber = 0.03142 nm^-1
its variance relaxation time = 5133 s
correlation length (2Kt)^(1/4) at 100 s = 11.89 nm
t (s) | w covariance | w mode sum | w growth law (nm)
25 | 0.4518 | 0.4514 | 0.4783
100 | 0.7400 | 0.7396 | 0.8043
400 | 1.1962 | 1.1959 | 1.3527
1600 | 1.8950 | 1.8947 | 2.2750
6400 | 2.8570 | 2.8567 | 3.8261
102400 | 3.3337 | 3.3333 | 10.8219
w^2 growth law at 100 s = 0.6470 nm^2
zero-mode part 2Dt/L at 100 s = 0.1000 nm^2
saturated w^2 = 11.111 nm^2, w = 3.3333 nm
saturated w, L = 100 nm, covariance = 1.1791 nm
crossover time = 4431 s
film thickness F t at crossover = 3545 nm
actual w at crossover = 2.6040 nm
growth exponent, total variance, 100-200 s = 0.3748
effective exponent of w, L = 200 nm, 100-200 s = 0.3496
effective exponent of w, L = 20000 nm, 100-200 s = 0.3748
global roughness exponent, L = 100-200 nm = 1.4995
collapse ratio for L x 2, t x 16 = 0.9991
rms slope at 100 s = 0.0681
rms slope at saturation = 0.1291
r (nm) | sqrt G covariance | sqrt G formula (nm)
5 | 0.6300 | 0.6294
10 | 1.2271 | 1.2264
50 | 4.8419 | 4.8412
100 | 6.4556 | 6.4550
local roughness exponent, r = 5-10 nm = 0.9618
conserved noise: alpha = 0.5001, beta = 0.1251
Poisson run: L = 16 nm, t = 0.2 s, 8000 copies
mode 1: S simulated = 0.0267, formula = 0.0261 nm^3
mode 2: S simulated = 0.0030, formula = 0.0029 nm^3
```
